# Kramers' shear problem: velocity slip of a BGK gas: a numerical check

```python
"""
Kramers' half-space shear problem, linearised BGK equation, diffuse wall.
Result under test: far from the wall u = x + zeta (unit gradient), with
  zeta = -(1/pi) int_0^inf ln[2 t^2 (1 - sqrt(pi) t erfcx(t))] dt,
and zeta / lambda = 1.1466, where lambda = (mu/p) sqrt(pi kB T / 2m).
Symbols: lengths in tau*v0, v0 = sqrt(2 kB T/m), tau = mu/p relaxation time;
c = normal molecular velocity / v0; phi(c) = exp(-c^2)/sqrt(pi);
Y(x,c) = reduced perturbation, c dY/dx + Y = u, u = int phi Y dc,
Y(0,c>0) = 0.  Lambda(q) = 1 - Fourier transform of the kernel;
X(s) = its Wiener-Hopf factor, analytic for Re s > 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfcx, erf

SQPI = np.sqrt(np.pi)


def phi(c):
    return np.exp(-c * c) / SQPI


def dispersion(q):
    """Lambda(q); asymptotic series at small q avoids cancellation."""
    if q < 0.05:
        z = q * q / 2
        return z * (1 - 3*z * (1 - 5*z * (1 - 7*z * (1 - 9*z))))
    return 1 - SQPI / q * erfcx(1 / q)


def factor_X(s):
    """X(s) for real s > 0, using q = s tan(theta)."""
    val = quad(lambda th: np.log(dispersion(s * np.tan(th))),
               0, np.pi / 2, limit=300)[0]
    return np.exp(-val / np.pi)


def slip_integrand(t):
    return -np.log(2 * t * t * dispersion(1 / t))


zeta = (quad(slip_integrand, 0, 1, limit=200)[0]
        + quad(slip_integrand, 1, np.inf, limit=200)[0]) / np.pi
lam = SQPI / 2          # viscosity-based mean free path in tau*v0

# ---------- discrete-velocity eigenmode solution (independent road) -------
n_vel, c_max = 100, 5.0
node, weight = np.polynomial.legendre.leggauss(n_vel)
c = c_max * (node + 1) / 2
w = weight * c_max / 2 * phi(c)
w = w / (2 * w.sum())   # exact mass normalisation of the discrete model
rw = np.sqrt(w)
matrix = (np.eye(n_vel) - 2 * np.outer(rw, rw)) / np.outer(c, c)
eigval, eigvec = np.linalg.eigh(matrix)
decay = 1 / np.sqrt(eigval[1:])      # decay lengths; the zero mode is dropped
modes = eigvec[:, 1:]
mode_u = (rw / c) @ modes            # velocity carried by each mode
scale = rw * c


def half_space(accommodation):
    """Slip length and mode amplitudes for a diffuse fraction of reflection."""
    r = 1 - accommodation
    system = np.empty((n_vel, n_vel))
    system[:, 0] = (1 - r) * 2 * scale
    system[:, 1:] = modes * ((1 - r) + (1 + r) * c[:, None] / decay)
    sol = np.linalg.solve(system, (1 + r) * 2 * c * scale)
    return sol[0], sol[1:]


def channel_mean(a):
    """Mean velocity for c dY/dx + Y = u + 1 between walls at x = -a, a."""
    th = np.tanh(a / decay)
    system = np.empty((n_vel, n_vel))
    system[:, 0] = 2 * scale
    system[:, 1:] = modes * (1 + c[:, None] * th / decay)
    rhs = scale * (2 * a * a + 4 * c * c + 4 * a * c)
    sol = np.linalg.solve(system, rhs)
    return (sol[0] - 1 - a * a / 3
            + np.sum(sol[1:] * mode_u * decay * th) / a)


zeta_num, amp = half_space(1.0)


def velocity(x):
    x = np.asarray(x, dtype=float)
    return x + zeta_num + np.exp(-x[..., None] / decay) @ (amp * mode_u)


u_wall = float(velocity(0.0))
assert abs(zeta_num - zeta) < 1e-5
assert abs(u_wall - 1 / np.sqrt(2)) < 1e-4
assert abs(zeta / lam - 1.1466) < 1e-4

# arriving distribution at the wall against the Wiener-Hopf factor
arriving = 2 * zeta_num + (modes @ amp) / scale
for i in (15, 30, 45, 60):
    assert abs(arriving[i] - factor_X(1 / c[i]) / np.sqrt(2)) < 1e-4

# stress is the same at every distance from the wall
for x in (0.0, 0.5, 3.0):
    difference = -2 * c * scale + c * (modes @ (
        amp / decay * np.exp(-x / decay)))
    assert abs(np.sum(rw * difference) + 0.5) < 1e-6

# viscosity: stress / p of the far distribution, from the velocity average
hx, hw = np.polynomial.hermite.hermgauss(8)
cx, cy = np.meshgrid(hx, hx)
stress = 2 * np.sum(np.outer(hw, hw) / np.pi * cx * cy * 2 * cy * (-cx))
assert abs(stress + 1) < 1e-12

# the profile satisfies the integral equation (fresh quadrature)
x0 = 0.7
g, gw = np.polynomial.legendre.leggauss(200)
cc, cw = 3 * (g + 1), 3 * gw
tl, wl = np.polynomial.laguerre.laggauss(40)
g2, gw2 = np.polynomial.legendre.leggauss(60)
upper = velocity(x0 + np.outer(cc, tl)) @ wl
length = np.minimum(x0 / cc, 40.0)
tt = length[:, None] * (g2 + 1) / 2
lower = np.sum(np.exp(-tt) * velocity(x0 - cc[:, None] * tt) * gw2,
               axis=1) * length / 2
convolved = np.sum(cw * phi(cc) * (upper + lower))
assert abs(convolved - float(velocity(x0))) < 1e-4

# closed form of Lambda against its definition
for q in (0.03, 0.4, 2.0, 9.0):
    direct = 2 * quad(lambda v: phi(v) * (q*v)**2 / (1 + (q*v)**2),
                      0, 10, epsabs=1e-13, limit=200)[0]
    assert abs(direct / dispersion(q) - 1) < 1e-7

# factorisation |X(iq)|^2 Lambda(q) = 1; offset eps gives an O(eps) error
eps = 1e-3
for q0 in (0.5, 2.0):
    s = eps + 1j * q0

    def kernel(q):
        return (s / (s * s + q * q)).real * np.log(dispersion(q))
    total = sum(quad(kernel, lo, hi, limit=500)[0] for lo, hi in
                ((0, q0), (q0, 2*q0), (2*q0, 20), (20, np.inf)))
    assert abs(np.exp(-2 * total / np.pi) * dispersion(q0) - 1) < 5e-3

# moment identities for the analytic arriving distribution
gm, gmw = np.polynomial.legendre.leggauss(60)
cm, wm = 3 * (gm + 1), 3 * gmw
Ym = np.array([factor_X(1 / v) for v in cm]) / np.sqrt(2)
flux = np.sum(wm * phi(cm) * cm * Ym)
second = 2 * np.sum(wm * phi(cm) * cm**2 * Ym)
assert abs(flux - 0.5) < 1e-5 and abs(second - zeta) < 1e-5

# Maxwell's estimate and the estimate from the next moment
half1 = quad(lambda v: phi(v) * v, 0, 10)[0]
half2 = quad(lambda v: phi(v) * v**2, 0, 10)[0]
half3 = quad(lambda v: phi(v) * v**3, 0, 10)[0]
zeta_maxwell = (0.5 - half2) / half1
assert abs(zeta_maxwell - lam) < 1e-8
zeta_moment = 2 * (zeta_maxwell * half2 + half3)
assert abs(zeta_moment - (SQPI / 4 + 1 / SQPI)) < 1e-8


# ---------- size of the collision-law effect ------------------------------
def mean_relative_speed(v):
    return np.exp(-v*v) / SQPI + (v + 0.5 / v) * erf(v)


def angle_mean(v, other):
    big, small = max(v, other), min(v, other)
    return big + small**2 / (3 * big)


direct = quad(lambda o: 4 / SQPI * o*o * np.exp(-o*o) * angle_mean(1.0, o),
              0, 10, points=[1.0])[0]
assert abs(direct - mean_relative_speed(1.0)) < 1e-7


def moment_estimate(rate):
    """Slip estimate for a speed-dependent collision rate, fixed viscosity."""
    visc = 4 * np.pi / 15 / np.pi**1.5 * quad(
        lambda v: v**6 * np.exp(-v*v) / rate(v), 0, 10)[0]
    moment = np.pi / 12 / np.pi**1.5 * quad(
        lambda v: v**7 * np.exp(-v*v) / rate(v)**2, 0, 10)[0]
    return SQPI / 4 + 4 * moment / (4 * visc)**2


assert abs(moment_estimate(lambda v: 1.0) - zeta_moment) < 1e-7
zeta_hard = moment_estimate(mean_relative_speed)

# channel: slip theory must leave only a gap-independent remainder
remainder = [channel_mean(a) - 2*a*a/3 - 2*a*zeta for a in (20.0, 40.0)]
assert abs(remainder[1] - remainder[0]) < 0.1

# ---------- worked example: nitrogen carrier gas in a cross-flow reactor --
torr, temp, visc = 1.0, 500.0, 26e-6
gap, wafer, speed = 5e-3, 0.3, 2.0
mass_u, precursor_u, fraction = 28.0, 320.0, 0.01
pressure = torr * const.torr
mass = mass_u * const.atomic_mass
v0 = np.sqrt(2 * const.k * temp / mass)
tau = visc / pressure
unit = tau * v0
mfp = visc / pressure * np.sqrt(np.pi * const.k * temp / (2 * mass))
assert abs(mfp / unit - lam) < 1e-12
slip = zeta * unit
gain = 1 + 6 * slip / gap
a_gap = gap / (2 * unit)
gain_kin = channel_mean(a_gap) / (2 * a_gap**2 / 3)
assert abs(gain_kin / gain - 1) < 0.02
shear = 6 * speed / gap / gain
drop = 12 * visc * speed * wafer / gap**2 / gain
density = pressure * mass / (const.k * temp)
reynolds = density * speed * gap / visc
zeta_90 = half_space(0.9)[0]
assert zeta_90 > zeta
mean_mass = (1 - fraction) * mass_u + fraction * precursor_u


def show(label, value, fmt, unit_name=""):
    print(f"{label}: {value:{fmt}} {unit_name}".rstrip())


print("HALF-SPACE PROBLEM (lengths in tau*v0 unless stated)")
show("slip length, analytic integral", zeta, ".6f")
show("slip length, discrete velocities", zeta_num, ".6f")
show("mean free path lambda", lam, ".6f")
show("slip length / lambda", zeta / lam, ".5f")
show("Maxwell estimate / lambda", zeta_maxwell / lam, ".5f")
show("next-moment estimate", zeta_moment, ".5f")
show("next-moment estimate / lambda", zeta_moment / lam, ".5f")
show("wall velocity, discrete velocities", u_wall, ".5f")
show("wall velocity, 1/sqrt(2)", 1 / np.sqrt(2), ".5f")
show("arriving momentum flux (should be 0.5)", flux, ".6f")
show("second-moment identity for slip length", second, ".6f")
for m in (0, 1, 3):
    defect = m * lam + zeta_num - float(velocity(m * lam))
    show(f"velocity defect at x = {m} lambda", defect, ".4f")
print("EXAMPLE: INPUTS (rough typical values)")
show("pressure", torr, ".1f", "Torr")
show("temperature", temp, ".0f", "K")
show("molecular mass", mass_u, ".0f", "u")
show("viscosity", visc * 1e6, ".0f", "uPa s")
show("gap", gap * 1e3, ".1f", "mm")
show("length along flow", wafer * 1e3, ".0f", "mm")
show("mean gas speed", speed, ".1f", "m/s")
print("EXAMPLE: RESULTS")
show("thermal speed v0", v0, ".1f", "m/s")
show("relaxation time tau", tau * 1e6, ".4f", "us")
show("length unit tau*v0", unit * 1e6, ".2f", "um")
show("mean free path", mfp * 1e6, ".2f", "um")
show("Knudsen number lambda/gap", mfp / gap, ".4f")
show("slip length, BGK", slip * 1e6, ".2f", "um")
show("wall shear rate", shear, ".0f", "1/s")
show("extrapolated slip velocity", shear * slip, ".4f", "m/s")
show("gas velocity at wall", shear * unit / np.sqrt(2), ".4f", "m/s")
show("flow gain over no slip, BGK slip", gain, ".4f")
show("flow gain, Maxwell slip", 1 + 6 * mfp / gap, ".4f")
print("EXAMPLE: NEGLECTED EFFECTS")
show("flow gain, kinetic solution of channel", gain_kin, ".4f")
show("slip change, 90% diffuse wall", 100*(zeta_90/zeta - 1), "+.1f", "%")
show("slip change, hard-sphere rate (estimate)",
     100 * (zeta_hard / zeta_moment - 1), "+.1f", "%")
show("pressure drop / pressure", 100 * drop / pressure, ".1f", "%")
show("HfCl4 mass used", precursor_u, ".0f", "u")
show("HfCl4 mole fraction", 100 * fraction, ".0f", "%")
show("slip change from mean mass",
     100 * (np.sqrt(mass_u / mean_mass) - 1), "+.1f", "%")
show("Reynolds number", reynolds, ".2f")
show("shear rate times tau", shear * tau, ".2e")
print("all good")
```

It prints:

```
HALF-SPACE PROBLEM (lengths in tau*v0 unless stated)
slip length, analytic integral: 1.016191
slip length, discrete velocities: 1.016191
mean free path lambda: 0.886227
slip length / lambda: 1.14665
Maxwell estimate / lambda: 1.00000
next-moment estimate: 1.00730
next-moment estimate / lambda: 1.13662
wall velocity, discrete velocities: 0.70711
wall velocity, 1/sqrt(2): 0.70711
arriving momentum flux (should be 0.5): 0.500000
second-moment identity for slip length: 1.016191
velocity defect at x = 0 lambda: 0.3091
velocity defect at x = 1 lambda: 0.0803
velocity defect at x = 3 lambda: 0.0189
EXAMPLE: INPUTS (rough typical values)
pressure: 1.0 Torr
temperature: 500 K
molecular mass: 28 u
viscosity: 26 uPa s
gap: 5.0 mm
length along flow: 300 mm
mean gas speed: 2.0 m/s
EXAMPLE: RESULTS
thermal speed v0: 544.9 m/s
relaxation time tau: 0.1950 us
length unit tau*v0: 106.27 um
mean free path: 94.18 um
Knudsen number lambda/gap: 0.0188
slip length, BGK: 107.99 um
wall shear rate: 2125 1/s
extrapolated slip velocity: 0.2294 m/s
gas velocity at wall: 0.1597 m/s
flow gain over no slip, BGK slip: 1.1296
flow gain, Maxwell slip: 1.1130
EXAMPLE: NEGLECTED EFFECTS
flow gain, kinetic solution of channel: 1.1324
slip change, 90% diffuse wall: +20.8 %
slip change, hard-sphere rate (estimate): -3.8 %
pressure drop / pressure: 5.0 %
HfCl4 mass used: 320 u
HfCl4 mole fraction: 1 %
slip change from mean mass: -4.8 %
Reynolds number: 0.35
shear rate times tau: 4.14e-04
all good
```
